Interband conductivity of a Weyl node and of general band touchings

**Problem**

Electrons near an isotropic Weyl node have the Hamiltonian

H(k) = ħv k·σ,

where σ is the vector of Pauli matrices, k is measured from the node and v > 0. The electrons do not interact, there is no disorder, the temperature is zero and the Fermi level lies at the node. A weak, spatially uniform electric field of angular frequency ω > 0 is applied.

(a) Show that the interband part of the real conductivity of this one node is e²ω/(24πħv).

(b) Now let bands touch at k = 0 in d dimensions with H(λk) = λ^z H(k) for every λ > 0, where z > 0. Filled and empty bands are separated everywhere else, and the Fermi level is at the touching point. Show that the interband conductivity follows ω^((d−2)/z), and find when its coefficient vanishes.

(c) For H = A k^z Q(n), with A > 0, n = k/k and Q² = 1, find the coefficient. Evaluate it for two quadratic touchings: the planar model Q = σ_x cos 2φ + σ_y sin 2φ in d = 2, where φ is the polar angle of k, and the four-band model H = A[5k²/4 − (k·J)²] in d = 3, where J are the spin-3/2 matrices in units of ħ.

(d) How does the power change if the directions scale with different exponents?

(e) Evaluate the three conductivities in atomic units at ω = 0.004, with v = 0.2 for the Weyl node and A = 5 for both quadratic touchings. What happens when ω doubles?

**Solution**

**The absorption formula**

The carriers have charge −e with e > 0, so a vector potential 𝒜 enters as k → k + e𝒜/ħ. For a field E₀ cos ωt along direction i, the relation E = −∂𝒜/∂t gives 𝒜 = −(E₀/ω) sin ωt. To first order in the field the perturbation is

e𝒜 v_i = −(eE₀/ω) v_i sin ωt,  v_i = (1/ħ) ∂H/∂k_i.

The part varying as exp(−iωt), which causes absorption, has an amplitude of magnitude eE₀/(2ω) times v_i. A uniform field conserves k, so the golden rule gives for each transition n → m the rate

(2π/ħ) (eE₀/2ω)² |⟨m|v_i|n⟩|² δ(E_m − E_n − ħω).

Each transition absorbs ħω. The absorbed power per volume (per area in d = 2) is therefore

P = (πe²E₀²/2ω) ∫ dᵈk/(2π)ᵈ Σ |⟨m|v_i|n⟩|² δ(E_m − E_n − ħω),

where the sum runs over filled n and empty m. The time-averaged Joule heat is P = ½ Re σ_ii E₀². Equating the two,

Re σ_ii = (πe²/ω) ∫ dᵈk/(2π)ᵈ Σ |⟨m|v_i|n⟩|² δ(E_m − E_n − ħω).  (1)

**(a) The Weyl node**

The energies are ±ħvk, and v_i = vσ_i. With the projectors P± = (1 ± n·σ)/2, the squared matrix element is

|⟨+|σ_i|−⟩|² = Tr(P₊ σ_i P₋ σ_i).

Since σ_i (n·σ) σ_i = 2n_iσ_i − n·σ, we have σ_i P₋ σ_i = (1 + n·σ − 2n_iσ_i)/2. The trace becomes

¼ Tr[(1 + n·σ)(1 + n·σ − 2n_iσ_i)] = ¼(2 + 2 − 4n_i²) = 1 − n_i².

A field along n thus excites nothing at that k. The angular average of n_i² is 1/3, so the mean squared velocity element is 2v²/3.

The gap is 2ħvk, and resonance occurs at k_ω = ω/(2v). The density of transitions is

∫ d³k/(2π)³ δ(2ħvk − ħω) = ∫ dk (k²/2π²) δ(k − k_ω)/(2ħv) = ω²/(16π²ħv³).

Inserting both factors in (1),

Re σ_ii = (πe²/ω) (2v²/3) ω²/(16π²ħv³) = e²ω/(24πħv).

The number of resonant states grows as ω², and the prefactor 1/ω removes one power. Equivalent nodes add.

A tilt ħw·k times the unit matrix has no interband element and shifts both bands equally, so it leaves the gap unchanged. For |w| < v the lower band also stays filled and the upper one empty, and the result survives. For |w| > v, Fermi pockets appear and the assumption about occupations fails.

**(b) The power law**

Compare the frequencies ω₀ and ω = sω₀. In (1) at frequency ω, substitute k = s^(1/z) q. Homogeneity gives

H(s^(1/z) q) = s H(q).

The eigenvectors at k and q can be chosen equal, and the signs of the energies agree, so the same states are filled. The factors of (1) change as follows:

- the measure dᵈk gives s^(d/z);
- v_i is homogeneous of degree z − 1, so its square gives s^(2(z−1)/z);
- δ(s[E_m(q) − E_n(q) − ħω₀]) gives s^(−1);
- the prefactor 1/ω gives s^(−1).

The total power of s is

d/z + 2 − 2/z − 2 = (d − 2)/z,

and hence

Re σ_ii(sω₀) = s^((d−2)/z) Re σ_ii(ω₀).

Rotational symmetry was not used. In two dimensions the conductivity is independent of frequency for every z. In three dimensions the power is 1/z. If the homogeneous H is the leading term of a lattice Hamiltonian and its coefficient for the given field direction is not zero, the law describes this touching's contribution at low frequency.

The law says nothing if the coefficient is zero. Differentiating H(λk) = λ^z H(k) with respect to λ at λ = 1 gives Euler's relation

k·∇H = zH.

Its right side is diagonal in the eigenstates, so ⟨m|k·∇H|n⟩ = 0 for m ≠ n: the radial velocity causes no interband transition. In d = 1 there is no other direction, and the coefficient vanishes. In d ≥ 2, differentiate H|n⟩ = E_n|n⟩ and project on ⟨m|:

⟨m|∂_iH|n⟩ = (E_n − E_m) ⟨m|∂_i n⟩,  ∂_i = ∂/∂k_i.

Absorption therefore requires that the filled states mix with the empty ones as the direction of k turns. The converse also holds. Along any ray each gap E_m − E_n grows as k^z from zero without bound, so every direction of k meets the resonance, and the integrand of (1) is never negative. The sum of the coefficients over the field directions i therefore vanishes exactly when no range of directions of k shows such mixing. For H = A k^z σ_z the eigenvectors are constant, and the coefficient is zero in any dimension. On a lattice a zero coefficient of the leading term does not mean zero absorption: higher-order terms then set the power. Take the chain H = sin k σ_x + (1 − cos k) σ_z with e = ħ = 1 and unit lattice constant. Near k = 0 the gap is 2|k| and the vector multiplying σ turns by the angle k/2, so the interband velocity element is |k|/2 = ω/4 at the two resonant points k = ±ω/2. Equation (1) then gives (π/ω)(ω²/16)(1/2π) = ω/32, which is linear in ω.

**(c) The coefficient**

For H = A k^z Q(n), the derivative is

∂_iH = A (∂_i k^z) Q + A k^z ∂_iQ.

The first term is diagonal. Differentiating Q² = 1 gives Q ∂_iQ + ∂_iQ Q = 0, so ∂_iQ connects only opposite eigenvalues of Q. With P± now projecting on Q = ±1,

Tr(∂_iQ)² = Tr(P₊ ∂_iQ P₋ ∂_iQ) + Tr(P₋ ∂_iQ P₊ ∂_iQ).

The two terms are equal because the trace is cyclic. The sum over transitions is one of them:

Σ |⟨m|v_i|n⟩|² = (A²k^(2z)/ħ²) ½ Tr(∂_iQ)² = (A²/ħ²) k^(2z−2) G_i,

G_i = (k²/2) Tr(∂_iQ)².

Because ∂_iQ scales as 1/k, G_i depends on direction alone. Let ⟨G_i⟩ be its angular average, S_d the area of the unit sphere (S₂ = 2π, S₃ = 4π), and k_ω = (ħω/2A)^(1/z). The radial integral is

∫ dk k^(d−1) k^(2z−2) δ(2Ak^z − ħω) = k_ω^(d+2z−3)/(2Az k_ω^(z−1)) = k_ω^(d+z−2)/(2Az).

Equation (1) then gives

Re σ_ii = (πe²A/(2zħ²ω)) [S_d/(2π)ᵈ] ⟨G_i⟩ k_ω^(d−2) k_ω^z.

Using A k_ω^z = ħω/2,

Re σ_ii = (πe²/(4zħ)) [S_d/(2π)ᵈ] ⟨G_i⟩ k_ω^(d−2).  (2)

The band parameter A enters only through the resonant wave number.

*Weyl node.* Here z = 1, A = ħv and Q = n·σ. From ∂_i n_j = (δ_ij − n_in_j)/k one finds G_i = 1 − n_i², with average 2/3. Equation (2) gives

Re σ_ii = (πe²/4ħ)(1/2π²)(2/3)k_ω = e²k_ω/(12πħ),

which agrees with (a) because k_ω = ω/(2v).

*Planar quadratic touching.* The derivative is

∂_xQ = 2(∂_xφ)(−σ_x sin 2φ + σ_y cos 2φ),  ∂_xφ = −sin φ/k.

Hence Tr(∂_xQ)² = 8 sin²φ/k² and G_x = 4 sin²φ, with average 2. With d = z = 2,

Re σ_xx = (πe²/8ħ)(1/2π)(2) = e²/(8ħ).

*Four-band quadratic touching.* Here Q = 5/4 − (n·J)². The eigenvalues ±3/2 of n·J give Q = −1, and ±1/2 give Q = +1, so Q² = 1. To find G_i, take n along the third axis. Then

∂_xQ = −(J_xJ_z + J_zJ_x)/k.

Between states m and m′ of J_z, the element of J_xJ_z + J_zJ_x is (m + m′)(J_x)_(m′m). The pair 3/2, 1/2 gives 2·(√3/2) = √3, the pair −1/2, −3/2 gives −√3, and the pair 1/2, −1/2 gives zero. Each nonzero element appears twice in the Hermitian matrix, so the trace of its square is 4·3 = 12. Thus G_x = 6, likewise G_y = 6, and G_z = 0.

By rotational symmetry the sum G_x + G_y + G_z = 12 holds for every n, and the three angular averages are equal. Each is 4, so

Re σ_ii = (πe²/8ħ)(1/2π²)(4)k_ω = e²k_ω/(4πħ),

with k_ω = (ħω/2A)^(1/2). This is the ω^(1/2) law in three dimensions.

**(d) Different exponents**

Suppose that H is multiplied by s when each k_j is multiplied by s^(1/z_j). The measure now gives s^(Σ_j 1/z_j), and v_i² gives s^(2−2/z_i). The delta function and the prefactor together give s^(−2). The power is

Σ_j 1/z_j − 2/z_i.

It can depend on the field direction. A double-Weyl node has z_x = z_y = 2 and z_z = 1, so Σ_j 1/z_j = 2. The conductivity is linear in ω for a field in the plane (2 − 1 = 1) and constant for a field along the axis (2 − 2 = 0).

**Temperature and doping**

For the untilted Weyl node, a transition starts at energy −ħω/2 and ends at +ħω/2. At zero temperature, a Fermi level μ away from the node blocks it when ħω < 2|μ|. At temperature T with μ = 0, absorption minus stimulated emission multiplies the result by the difference of Fermi functions

f(−ħω/2) − f(ħω/2) = tanh(ħω/4k_BT).

For ħω ≪ 4k_BT this factor is about ħω/(4k_BT), and the conductivity goes as ω²/T instead of ω. With both T and μ nonzero, f(E) = ½[1 − tanh((E − μ)/2k_BT)] gives the factor ½[tanh((ħω − 2μ)/4k_BT) + tanh((ħω + 2μ)/4k_BT)], which is close to 1 only when ħω − 2|μ| is large compared with 4k_BT. That is the condition for the linear law. At T = 0 it holds for every ħω > 2|μ|.

**(e) Numbers**

In atomic units e = ħ = 1. The photon energy is 0.004, or 0.109 eV. For the Weyl node:

k_ω = 0.004/(2 × 0.2) = 0.0100

mean squared velocity element = (2/3)(0.2)² = 0.02667

density of transitions = (0.004)²/(16π² × 0.2³) = 1.2665 × 10⁻⁵

Re σ = (π/0.004)(0.02667)(1.2665 × 10⁻⁵) = 2.65 × 10⁻⁴

The last value corresponds to 1.22 × 10³ S/m. For the four-band touching:

k_ω = (0.004/10)^(1/2) = 0.0200

Re σ = 0.0200/(4π) = 1.59 × 10⁻³, or 7.32 × 10³ S/m

This is six times the Weyl value. A factor 3 comes from the coefficients 1/(4π) and 1/(12π), and a factor 2 from the larger resonant wave number. The planar touching has the sheet conductivity 1/8 = 0.125, or 3.04 × 10⁻⁵ S, whatever the value of A.

Doubling ω multiplies the Weyl conductivity by 2 and the four-band one by √2 ≈ 1.414, and leaves the planar one unchanged.

**Numerical checks**

The coefficients were tested without the golden rule, by solving the Schrödinger equation under a weak pulse. For all three models the absorbed energy is 0.9998 of the value predicted from (2). The powers were tested by momentum sums of (1) with numerical eigenvectors. They agree with the predictions to the three decimals printed, including anisotropic touchings with z = 3 and both field directions of the double-Weyl node. The numerical output lists the values.

Values computed for the example and the checks

```
Absorbed pulse energy / formula (dimensionless):
  Weyl, d=3 z=1: 0.9998
  planar quadratic, d=2 z=2: 0.9998
  four-band quadratic, d=3 z=2: 0.9998
Power of omega from momentum sums (computed, predicted):
  tilted Weyl, d=3 z=1: 1.000, 1.000
  cubic-symmetry four-band, d=3 z=2: 0.500, 0.500
  anisotropic cubic, d=3 z=3: 0.333, 0.333
  anisotropic cubic, d=2 z=3: 0.000, 0.000
  double Weyl, in plane: 1.000, 1.000
  double Weyl, along axis: 0.000, 0.000
Tilted Weyl sum / untilted formula at omega=1.2: 1.0000
Interband velocity norm, radial below 1e-9: True
Interband velocity norm, transverse (test units): 1.231
Worked example (atomic units unless stated):
  photon energy: 0.0040 = 0.1088 eV
  Weyl speed v: 0.20
  quadratic coefficient A: 5.0
  Weyl k_w: 0.0100
  Weyl mean squared velocity element: 0.026667
  Weyl transition density: 1.2665e-05
  Weyl conductivity: 2.6526e-04
  Weyl conductivity in SI: 1220.1 S/m
  quadratic k_w: 0.0200
  four-band conductivity: 1.5915e-03
  four-band conductivity in SI: 7320.9 S/m
  planar quadratic sheet conductivity: 0.1250
  planar sheet conductivity in SI: 3.0427e-05 S
Factor in conductivity when omega doubles (dimensionless):
  Weyl, d=3 z=1: 2.0000
  planar quadratic, d=2 z=2: 1.0000
  four-band quadratic, d=3 z=2: 1.4142
```
